# Linear barrier lowering for an ion in a tilted sinusoidal potential: a numerical check

```python
"""
Result under test: an ion of charge q = z e in the tilted sinusoid
    U(x) = (Eb/2) [1 - cos(2 pi x/a)] - q F x
has the forward barrier
    Eb [sqrt(1-s^2) + s arcsin(s)] - q F a/2,   s = q F a/(pi Eb).
The linear rule Eb - q F a/2 is too low, so it overestimates the forward
Boltzmann factor by R = exp(excess/kT), about 1.6 for the example.
Symbols: Eb zero-field barrier (eV), a period (nm), F acting field (V/nm),
z charge number, kT thermal energy (eV), s reduced field.
Extrema, rates and averages are computed numerically from their definitions
and compared with the closed formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import expit

Eb, a, F, T, z = 1.0, 0.5, 1.0, 300.0, 1
k_eV = const.k / const.e
kT = k_eV * T


def potential(x, field, barrier=Eb, harmonic=0.0):
    """Energy in eV; field already includes the charge number."""
    angle = 2 * np.pi * x / a
    return (barrier / 2 * (1 - np.cos(angle))
            + harmonic * (np.cos(2 * angle) - 1) - field * x)


def extrema(field, barrier=Eb, harmonic=0.0):
    """Numerical well, right top and left top positions in nm."""
    def search(sign, low, high):
        return minimize_scalar(
            lambda x: sign * potential(x, field, barrier, harmonic),
            bounds=(low, high), method="bounded",
            options={"xatol": 1e-10}).x
    return (search(1, -a / 4, a / 4), search(-1, a / 4, 3 * a / 4),
            search(-1, -3 * a / 4, -a / 4))


def numerical_barriers(field, barrier=Eb, harmonic=0.0):
    well, right, left = extrema(field, barrier, harmonic)
    bottom = potential(well, field, barrier, harmonic)
    return (potential(right, field, barrier, harmonic) - bottom,
            potential(left, field, barrier, harmonic) - bottom)


def numerical_excess(field, barrier=Eb, harmonic=0.0):
    forward = numerical_barriers(field, barrier, harmonic)[0]
    return forward - (barrier - field * a / 2)


def formula_excess(field, barrier=Eb):
    s_val = field * a / (np.pi * barrier)
    return barrier * (np.sqrt(1 - s_val**2) + s_val * np.arcsin(s_val) - 1)


# Stationary points, barriers and excess
s = z * F * a / (np.pi * Eb)
x_well, x_top, x_left = extrema(F)
forward, backward = numerical_barriers(F)
linear = Eb - F * a / 2
excess = formula_excess(F)
R = np.exp(excess / kT)
assert abs(x_well - a * np.arcsin(s) / (2 * np.pi)) < 1e-6
assert abs(x_top - (a / 2 - a * np.arcsin(s) / (2 * np.pi))) < 1e-6
for field in (0.3, 1.0, 2.0, 4.0):
    assert abs(numerical_excess(field) - formula_excess(field)) < 1e-9
    assert numerical_excess(field) > 0
assert abs(numerical_excess(F) - Eb * (s**2 / 2 + s**4 / 24)) < 1e-6
assert abs(backward - forward - F * a) < 1e-9
R_numerical = np.exp(-linear / kT) / np.exp(-forward / kT)
assert abs(R_numerical - R) < 1e-6
assert 1.55 < R_numerical < 1.65

# The slope of barrier against field is minus the well-to-top distance
step = 1e-3
slope = (numerical_barriers(F + step)[0]
         - numerical_barriers(F - step)[0]) / (2 * step)
assert abs(slope + (x_top - x_well)) < 1e-5
assert x_top - x_well < a / 2

# The barrier disappears at the critical field, not at the linear estimate
F_critical = np.pi * Eb / a
F_linear_zero = 2 * Eb / a
grid = np.linspace(0, a, 20001)
assert np.any(np.diff(potential(grid, 0.99 * F_critical)) > 0)
assert np.all(np.diff(potential(grid, 1.01 * F_critical)) < 0)
assert numerical_barriers(F_linear_zero)[0] > 0

# Strongly damped motion: exact stationary solution by double quadrature
nodes, weights = np.polynomial.legendre.leggauss(400)
shift = a * (nodes + 1) / 2
shift_weight = a * weights / 2
start = np.arange(400) * a / 400


def damped_forward_rate(field):
    """Forward hop rate divided by the free diffusion constant, 1/nm^2."""
    rise = (potential(start[:, None] + shift[None, :], field)
            - potential(start[:, None], field))
    return 1 / (np.sum(np.exp(rise / kT) @ shift_weight) * a / 400)


damped_ratio = (damped_forward_rate(0.0) * np.exp(F * a / (2 * kT))
                / damped_forward_rate(F))
damped_prefactor = np.sqrt(1 - s**2)
assert abs(damped_ratio / (R / damped_prefactor) - 1) < 0.005
assert damped_ratio > R

# Attempt frequency and transition-state waiting time for a copper ion
mass = 63.5 * const.atomic_mass
curvature_0 = 2 * np.pi**2 * Eb / a**2
h = 1e-3
curvature_F = (potential(x_well + h, F) - 2 * potential(x_well, F)
               + potential(x_well - h, F)) / h**2
frequency_factor = (1 - s**2) ** 0.25
assert abs(np.sqrt(curvature_F / curvature_0) / frequency_factor - 1) < 1e-4
omega_0 = np.sqrt(curvature_0 * const.e / 1e-18 / mass)
nu_0 = omega_0 / (2 * np.pi)
rate_true = nu_0 * frequency_factor * np.exp(-(linear + excess) / kT)
rate_linear = nu_0 * np.exp(-linear / kT)
bottom = potential(x_well, F)
well_length = quad(lambda x: np.exp(-(potential(x, F) - bottom) / kT),
                   x_left, x_top, points=[x_well], epsabs=1e-12)[0] * 1e-9
rate_flux = (np.sqrt(const.k * T / (2 * np.pi * mass))
             * np.exp(-forward / kT) / well_length)
# The harmonic well neglects terms of relative order kT/(4 Eb), below 1 %
assert abs(rate_flux / rate_true - 1) < 0.015

# Another shape: second harmonic, same zero-field barrier
harmonic = 0.03
k_well = (2 * np.pi / a)**2 * (Eb / 2 - 4 * harmonic)
k_top = (2 * np.pi / a)**2 * (Eb / 2 + 4 * harmonic)
weak = 0.1
weak_formula = weak**2 / 2 * (1 / k_well + 1 / k_top)
assert abs(numerical_barriers(0.0, harmonic=harmonic)[0] - Eb) < 1e-9
assert abs(numerical_excess(weak, harmonic=harmonic) / weak_formula - 1) < 2e-3
R_shape = np.exp(numerical_excess(F, harmonic=harmonic) / kT)

# Quantum motion: level sum in the well, transmission average at the top
u = const.hbar * omega_0 / (const.k * T)
levels = np.arange(2000)
well_factor = (1 / u) / np.sum(np.exp(-u * (levels + 0.5)))
top_factor = quad(lambda t: np.exp(-t) * expit(2 * np.pi * t / u),
                  -10, 50, points=[0], limit=400)[0]
quantum_factor = well_factor * top_factor
assert abs(quantum_factor / (np.sinh(u / 2) / np.sin(u / 2)) - 1) < 1e-6

# Other neglected effects
permittivity = 3.9
local_factor = (permittivity + 2) / 3
R_local = np.exp(numerical_excess(local_factor * F) / kT)
R_double = np.exp(numerical_excess(2 * F) / kT)
T_hot = 600.0
R_hot = np.exp(excess / (k_eV * T_hot))
heat_gain = np.exp(forward / kT - forward / (k_eV * T_hot))
R_low = np.exp(numerical_excess(F, barrier=0.9) / kT)
R_high = np.exp(numerical_excess(F, barrier=1.1) / kT)
disorder_gain = np.exp((forward - numerical_barriers(F, barrier=0.9)[0]) / kT)
polar_volume = 1.0
polar_energy = (0.5 * 4 * np.pi * const.epsilon_0 * polar_volume * 1e-30
                * (F * 1e9)**2 / const.e)
field_MV_cm = F * 1e9 / 1e8
breakdown = 10.0

print(f"zero-field barrier: {Eb:.2f} eV")
print(f"period: {a:.2f} nm")
print(f"acting field: {F:.2f} V/nm = {field_MV_cm:.1f} MV/cm")
print(f"temperature: {T:.0f} K; charge number: {z}")
print(f"kT: {kT:.6f} eV")
print(f"reduced field s: {s:.5f}")
print(f"well position: {x_well:.5f} nm")
print(f"top position: {x_top:.5f} nm")
print(f"well-to-top distance: {x_top - x_well:.5f} nm")
print(f"linear forward barrier: {linear:.5f} eV")
print(f"true forward barrier: {forward:.5f} eV")
print(f"true backward barrier: {backward:.5f} eV")
print(f"excess over linear rule: {1000 * excess:.3f} meV")
print(f"quadratic term of excess: {1000 * Eb * s**2 / 2:.3f} meV")
print(f"quartic term of excess: {1000 * Eb * s**4 / 24:.4f} meV")
print(f"excess / kT: {excess / kT:.4f}")
print(f"linear Boltzmann factor: {np.exp(-linear / kT):.3e}")
print(f"true Boltzmann factor: {np.exp(-forward / kT):.3e}")
print(f"overestimate R: {R:.3f}")
print(f"R from quadratic term only: {np.exp(Eb * s**2 / 2 / kT):.3f}")
for field in (0.5, 2.0):
    print(f"R at {field:.1f} V/nm: {np.exp(numerical_excess(field) / kT):.3f}")
print(f"field where linear barrier vanishes: {F_linear_zero:.3f} V/nm")
print(f"field where true barrier vanishes: {F_critical:.3f} V/nm")
print(f"damped prefactor, field/no field: {damped_prefactor:.4f}")
print(f"damped rate overestimate, quadrature: {damped_ratio:.3f}")
print(f"attempt frequency, field/no field: {frequency_factor:.4f}")
print(f"ion mass (Cu, rough): {mass / const.atomic_mass:.1f} u")
print(f"zero-field attempt frequency: {nu_0 / 1e12:.3f} THz")
print(f"waiting time, true barrier: {1 / rate_true:.2f} s")
print(f"waiting time, linear rule: {1 / rate_linear:.2f} s")
print(f"waiting time, well integral: {1 / rate_flux:.2f} s")
print(f"relative permittivity (SiO2, rough): {permittivity:.1f}")
print(f"Lorentz local-field factor: {local_factor:.3f}")
print(f"R with Lorentz field: {R_local:.2f}")
print(f"R for charge number 2: {R_double:.2f}")
print(f"R at {T_hot:.0f} K: {R_hot:.3f}")
print(f"true Boltzmann gain, 300 to 600 K: {heat_gain:.2e}")
print(f"R for 0.9 eV barrier: {R_low:.3f}")
print(f"R for 1.1 eV barrier: {R_high:.3f}")
print(f"true Boltzmann gain, 1.0 to 0.9 eV: {disorder_gain:.1f}")
print(f"second-harmonic amplitude: {harmonic:.3f} eV")
print(f"R with second harmonic: {R_shape:.3f}")
print(f"polarizability difference: {polar_volume:.1f} cubic angstrom")
print(f"its barrier shift: {1000 * polar_energy:.3f} meV")
print(f"its Boltzmann change factor: {np.exp(polar_energy / kT):.4f}")
print(f"quantum rate factor: {quantum_factor:.4f}")
print(f"breakdown field (SiO2, rough): {breakdown:.0f} MV/cm")
print(f"field / breakdown field: {field_MV_cm / breakdown:.2f}")
print("tests ok")
```

It prints:

```
zero-field barrier: 1.00 eV
period: 0.50 nm
acting field: 1.00 V/nm = 10.0 MV/cm
temperature: 300 K; charge number: 1
kT: 0.025852 eV
reduced field s: 0.15915
well position: 0.01272 nm
top position: 0.23728 nm
well-to-top distance: 0.22456 nm
linear forward barrier: 0.75000 eV
true forward barrier: 0.76269 eV
true backward barrier: 1.26269 eV
excess over linear rule: 12.692 meV
quadratic term of excess: 12.665 meV
quartic term of excess: 0.0267 meV
excess / kT: 0.4910
linear Boltzmann factor: 2.515e-13
true Boltzmann factor: 1.539e-13
overestimate R: 1.634
R from quadratic term only: 1.632
R at 0.5 V/nm: 1.130
R at 2.0 V/nm: 7.219
field where linear barrier vanishes: 4.000 V/nm
field where true barrier vanishes: 6.283 V/nm
damped prefactor, field/no field: 0.9873
damped rate overestimate, quadrature: 1.656
attempt frequency, field/no field: 0.9936
ion mass (Cu, rough): 63.5 u
zero-field attempt frequency: 1.743 THz
waiting time, true barrier: 3.75 s
waiting time, linear rule: 2.28 s
waiting time, well integral: 3.78 s
relative permittivity (SiO2, rough): 3.9
Lorentz local-field factor: 1.967
R with Lorentz field: 6.76
R for charge number 2: 7.22
R at 600 K: 1.278
true Boltzmann gain, 300 to 600 K: 2.55e+06
R for 0.9 eV barrier: 1.726
R for 1.1 eV barrier: 1.562
true Boltzmann gain, 1.0 to 0.9 eV: 45.3
second-harmonic amplitude: 0.030 eV
R with second harmonic: 1.683
polarizability difference: 1.0 cubic angstrom
its barrier shift: 0.347 meV
its Boltzmann change factor: 1.0135
quantum rate factor: 1.0065
breakdown field (SiO2, rough): 10 MV/cm
field / breakdown field: 1.00
tests ok
```
